# Two-sided eigenvalue error bounds from the kinetic dual-norm residual

**Q.** An eigensolver hands me a normalized $\phi$, its Rayleigh quotient $\rho=\langle\phi|H|\phi\rangle$ and the residual $r=(H-\rho)\phi$. I am told that $\|r\|$ is infinite for a Coulomb potential and must be replaced. I doubt it.

**A.** In three dimensions you are right. In hartree atomic units let $H=T+V$ be a fixed one-particle operator with $T=-\tfrac12\nabla^2$ and $V=-Z/|\mathbf x|$. For a smooth $\phi$ with $\phi(0)\neq0$, $|V\phi|^2$ behaves as $s^{-2}$ at distance $s$ from the centre. The volume element $s^2ds$ cancels this, so $\|r\|$ is finite; its fault is slow convergence. In two dimensions the element is $s\,ds$, and $\int ds/s$ diverges. A trial function with a jump in slope also has $\|r\|=\infty$: $T\phi$ then contains a delta layer, whose Fourier amplitude across the layer is constant, so $\int dk$ diverges, whereas $\int dk/(k^2/2+\sigma)$ converges.

**Q.** That last weight is your norm. Define it, and show that it is finite.

**A.** Choose a shift $\sigma>0$ with $A=H+\sigma>0$, set $K=T+\sigma$, and let a prime denote a shifted energy, as in $\rho'=\rho+\sigma$. Define
$$\eta_A^2=\langle r|A^{-1}|r\rangle,\qquad \eta_K^2=\langle r|K^{-1}|r\rangle .$$
Both are energies. Assume $c_-K\le A\le c_+K$ with $c_->0$, as inequalities between expectation values, and assume that $\phi$ has finite kinetic energy. For a positive operator $B$, expanding $\langle\chi-B^{-1}r|B|\chi-B^{-1}r\rangle\ge0$ gives
$$\langle r|B^{-1}|r\rangle=\sup_\chi\left[2\,\mathrm{Re}\langle\chi|r\rangle-\langle\chi|B|\chi\rangle\right],$$
with the supremum at $\chi=B^{-1}r$. Write $\|\chi\|_B^2=\langle\chi|B|\chi\rangle$. Since $r=(A-\rho')\phi$, the Cauchy–Schwarz inequality in the $A$ product and in the plain product gives
$$|\langle\chi|r\rangle|\le\|\chi\|_A\sqrt{\rho'}+\rho'\|\chi\|\le C\|\chi\|_K,\qquad C=\sqrt{c_+\rho'}+\rho'/\sqrt\sigma,$$
where $\|\phi\|_A^2=\rho'$ and $K\ge\sigma$ were used. The bracket for $B=K$ is then at most $2C\|\chi\|_K-\|\chi\|_K^2\le C^2$, so $\eta_K\le C$. The vector $H\phi$ was never required to be square integrable.

**Q.** Finite is not yet useful. What does $\eta_A$ know about the eigenvalue?

**A.** Let $a_k=\lambda_k+\sigma>0$ be the eigenvalues of $A$ and $w_k=|\langle\psi_k|\phi\rangle|^2$; for a continuum the sums are spectral integrals. Then $\sum w_k=1$, $\sum w_ka_k=\rho'$, and we name $m=\sum w_k/a_k=\langle\phi|A^{-1}|\phi\rangle$. The components of $r$ are $(a_k-\rho')\langle\psi_k|\phi\rangle$, so
$$\eta_A^2=\sum_k w_k\frac{(a_k-\rho')^2}{a_k}=\rho'-2\rho'+\rho'^2m,\qquad m=\frac{\eta_A^2+\rho'}{\rho'^2}.$$
The dual norm thus fixes the moment of order $-1$ of the weights, beside those of order $0$ and $1$, and bounds follow from asking which $a_1$ is compatible with the three moments.

**Q.** Then bound $\varepsilon=\rho-\lambda_1$ from above.

**A.** This needs a number $\beta$ with $\rho<\beta$ and no spectrum in $(\lambda_1,\beta)$. Every $a_k$ is then either $a_1$ or at least $\beta'$, so $(a_k-a_1)(a_k-\beta')/a_k\ge0$. The product equals $a_k-(a_1+\beta')+a_1\beta'/a_k$, and summing with $w_k$ gives
$$\rho'-a_1-\beta'+a_1\beta'm\ge0,\qquad a_1(\beta'm-1)\ge\beta'-\rho'.$$
Inserting $m$, $\beta'm-1=D/\rho'^2$ with $D=\rho'(\beta'-\rho')+\beta'\eta_A^2$. This is positive because $\rho<\beta$, so division keeps the direction of the inequality: $a_1\ge\rho'^2(\beta'-\rho')/D$. Then
$$\varepsilon=\rho'-a_1\le\frac{\rho'\left[D-\rho'(\beta'-\rho')\right]}{D}=U(\eta_A^2),\qquad U(x)=\frac{x\rho'\beta'}{\rho'(\beta'-\rho')+\beta'x}.$$
If $\phi$ mixes the level $a_1$ with a level at $\beta'$ and nothing else, every term of the sum vanishes and equality holds, so $U$ cannot be improved from $\rho,\eta_A,\beta$ alone. As $\rho\to\beta$ at fixed $\eta_A>0$, $U\to\rho'$, which repeats $a_1>0$ and says nothing; in the two-level mixture $\eta_A$ vanishes together with $\beta-\rho$, and $U=\varepsilon\to\beta'-a_1$. If $\beta$ is put above the true second level the sign argument fails, and $U$ is no bound.

**Q.** And from below? With $\|r\|$ I know of no such estimate.

**A.** There is none for an unbounded operator. Take two levels separated by $\Delta$, with weight $w$ on the upper one. Then $\varepsilon=w\Delta$ and $\|r\|^2=(1-w)w^2\Delta^2+w(1-w)^2\Delta^2=w(1-w)\Delta^2$. Holding $\|r\|$ fixed on the branch $w<1/2$ while $\Delta\to\infty$ sends $\varepsilon=\|r\|^2/[(1-w)\Delta]$ to zero. The dual norm does give a bound. Since $1/a_k\le1/a_1$, we have $m\le1/a_1$, that is $a_1\le\rho'^2/(\rho'+\eta_A^2)$, and
$$\varepsilon\ge\rho'-\frac{\rho'^2}{\rho'+\eta_A^2}=L(\eta_A^2),\qquad L(x)=\frac{x\rho'}{\rho'+x}.$$
No gap is needed. The slack is $\varepsilon-L=1/m-a_1$. For two levels with a small weight $w$ on $a_2$, $m=[1-w(a_2-a_1)/a_2]/a_1$, so $1/m-a_1\approx wa_1(a_2-a_1)/a_2$ while $\varepsilon=w(a_2-a_1)$; hence $1-L/\varepsilon\approx a_1/a_2$, and the bound becomes tight in ratio when the error weight sits on a very high level. For shifted levels $0.5$ and $10^6$ Ha with $w=10^{-8}$, the numerical check gives $L/\varepsilon=1.000000$ while $\|r\|^2/\varepsilon=10^6$ Ha. For small $\eta_A^2$, $L\approx\eta_A^2$ and $U\approx\eta_A^2\beta'/(\beta-\rho)$, so the two bounds differ by a factor that does not involve the top of the spectrum.

**Q.** Does any of this survive for an excited level?

**A.** Let $\lambda_j$ be the sole spectral point in $(\alpha,\beta)$, and let $\rho<\beta$ as before. For a level below $a_j$ both factors of $(a_k-a_j)(a_k-\beta')$ are negative, so the product is still non-negative and $\rho-\lambda_j\le U(\eta_A^2)$ holds unchanged. For the other side use $(a_k-\alpha')(a_k-a_j)/a_k\ge0$. Summing gives $\rho'-\alpha'-a_j+\alpha'a_jm\ge0$, or $a_j(1-\alpha'm)\le\rho'-\alpha'$. Here $1-\alpha'm=D_\alpha/\rho'^2$ with $D_\alpha=\rho'(\rho'-\alpha')-\alpha'\eta_A^2$. If $D_\alpha>0$,
$$\lambda_j-\rho\le\frac{\rho'\left[\rho'(\rho'-\alpha')-D_\alpha\right]}{D_\alpha}=\frac{\eta_A^2\,\alpha'\rho'}{\rho'(\rho'-\alpha')-\alpha'\eta_A^2}.$$
For $j=1$ nothing lies below, so $\alpha'\to-\infty$ is allowed; dividing numerator and denominator by $-\alpha'$ gives the limit $-L(\eta_A^2)$, the previous bound. For $\alpha'>0$ the right side is positive, so the result encloses $\lambda_j$ but does not bound $|\rho-\lambda_j|$ from below. The program tests these inequalities on random matrices.

**Q.** You claim to beat Temple's bound. In what sense?

**A.** Temple's bound comes from the same product without the weight. Expanding about $\rho$, where the term linear in $\lambda_k-\rho$ sums to zero, $0\le\sum w_k(\lambda_k-\lambda_1)(\lambda_k-\beta)=\|r\|^2-\varepsilon(\beta-\rho)$, so $\varepsilon\le\|r\|^2/(\beta-\rho)$. Put $\ell_T=\rho-\|r\|^2/(\beta-\rho)\le\lambda_1$ and $g_k=(\lambda_k-\ell_T)(\lambda_k-\beta)$; the same expansion gives $\sum w_kg_k=0$. Define
$$F(\ell)=\sum_k w_k\frac{(\lambda_k-\ell)(\lambda_k-\beta)}{\lambda_k+\sigma}.$$
It is linear in $\ell$ with slope $\beta'm-1>0$, and its root is $\rho-U(\eta_A^2)$ by the algebra above. Subtracting $\sum w_kg_k/\beta'=0$,
$$F(\ell_T)=\sum_k w_kg_k\left(\frac1{a_k}-\frac1{\beta'}\right)\le0,$$
because all levels lie above $\ell_T$: below $\beta$, $g_k\le0$ and the bracket is positive, and above $\beta$ the signs are reversed. An increasing line that is non-positive at $\ell_T$ has its root at or above $\ell_T$, so $U(\eta_A^2)\le\|r\|^2/(\beta-\rho)$. For two shifts $\sigma_1<\sigma_2$ the ratio of weights $(\lambda+\sigma_2)/(\lambda+\sigma_1)$ also decreases in $\lambda$, and the same argument shows that $U(\eta_A^2)$ does not decrease with $\sigma$. As $\sigma\to\infty$ with $\|r\|$ finite, $\beta'\eta_A^2\to\|r\|^2$ and $\eta_A^2\to0$, so $U=\beta'\eta_A^2/(\beta-\rho+\beta'\eta_A^2/\rho')$ tends to Temple's value.

The proof needs every level above $\ell_T$, so it covers the lowest eigenvalue. For an interior level the weight $1/a_k$ magnifies admixtures from below. With shifted levels $0.1,1,2$ Ha, a small weight $w$ on $0.1$ and $\beta'=2$, one has $\|r\|^2\approx0.81w$ and $\eta_A^2\approx0.81w/0.1$, so $U$ exceeds the plain-norm bound by a factor of about $\beta'/0.1=20$; the computed ratio for $w=10^{-4}$ is $19.97$.

**Q.** Inverting $A$ is as hard as my original problem.

**A.** That is the reason for passing to $K$, which is diagonal in plane waves. From $A\ge c_-K$ and the supremum formula,
$$\eta_A^2\le\sup_\chi\left[2\,\mathrm{Re}\langle\chi|r\rangle-c_-\langle\chi|K|\chi\rangle\right]=\eta_K^2/c_-,$$
and $A\le c_+K$ gives $\eta_A^2\ge\eta_K^2/c_+$ in the same way. Both functions increase, since $L'(x)=\rho'^2/(\rho'+x)^2$ and $U'(x)=\rho'^2\beta'(\beta'-\rho')/[\rho'(\beta'-\rho')+\beta'x]^2$. Therefore
$$L(\eta_K^2/c_+)\le L(\eta_A^2)\le\varepsilon\le U(\eta_A^2)\le U(\eta_K^2/c_-).$$

**Q.** Unknown constants would spoil the guarantee. What are $c_\pm$?

**A.** For attractive $V$, $A=K+V\le K$, so $c_+=1$. For $c_-$ we need the bottom of $T-Z/s$. If $\psi_0>0$ solves $H\psi_0=E\psi_0$, then writing $\chi=\psi_0f$ and integrating by parts gives $\langle\chi|H-E|\chi\rangle=\tfrac12\int\psi_0^2|\nabla f|^2\ge0$, so $E$ is the minimum. In three dimensions $\nabla^2e^{-\gamma s}=(\gamma^2-2\gamma/s)e^{-\gamma s}$, the $1/s$ terms cancel for $\gamma=Z$, and $E=-Z^2/2$. Scaling gives $\theta T-Z/s=\theta[T-(Z/\theta)/s]\ge-Z^2/(2\theta)$. With $\theta=1-c$,
$$A-cK=\theta T-Z/s+\theta\sigma\ge\theta\sigma-\frac{Z^2}{2\theta},$$
which is non-negative when $\theta^2\ge Z^2/(2\sigma)$. Hence $c_-=1-Z/\sqrt{2\sigma}$, positive for $\sigma>Z^2/2$, and attained in free space by the ground state of the scaled problem. For several centres with distances $s_a$ and $Z_{\rm tot}=\sum Z_a$,
$$\theta T-\sum_a\frac{Z_a}{s_a}=\sum_a\frac{Z_a}{Z_{\rm tot}}\left(\theta T-\frac{Z_{\rm tot}}{s_a}\right)\ge-\frac{Z_{\rm tot}^2}{2\theta},$$
so $c_-=1-Z_{\rm tot}/\sqrt{2\sigma}$ is valid for every geometry. For two unit charges $0.2$ bohr apart and $\sigma=4$ Ha the formula gives $0.2929$, and the smallest eigenvalue of the pencil $(A,K)$ in a Gaussian basis is $0.3161$; a basis value lies above the true infimum, so this test can refute the constant but not prove it. In two dimensions $\nabla^2e^{-\gamma s}=(\gamma^2-\gamma/s)e^{-\gamma s}$, so $\gamma=2Z$, $E=-2Z^2$, and $c_-=1-Z\sqrt{2/\sigma}$.

**Q.** The factor $1/c_-$ could undo your advantage over Temple.

**A.** It can. Take the model used for all three-dimensional examples from here on: one nonrelativistic electron, a fixed centre with $Z=1$, the s wave $u=s\psi$ in a hard sphere of radius $R=20$ bohr, and $\sigma=1$ Ha, so $c_-=1-1/\sqrt2=0.2929$. For $\phi\propto\psi_1+0.05\psi_2$ and $\beta=\lambda_2$, Temple's bound is an equality, $9.352\times10^{-4}$ Ha, while $U(\eta_K^2/c_-)=2.599\times10^{-3}$ Ha is $2.8$ times larger. That value belongs to one choice of the relative sign of $\psi_1$ and $\psi_2$, because $\eta_K^2$ contains the cross term $\langle\psi_1|K^{-1}|\psi_2\rangle$, which does not vanish. The kinetic bound gains when the residual sits at high momentum, as after a cutoff.

**Q.** Show me how much it gains there.

**A.** Use the basis $\sqrt{2/R}\sin k_ns$, $k_n=n\pi/R$, $n\le N$, in which $T$ is diagonal with entries $k_n^2/2$, and let $\phi$ be the lowest Ritz vector. Its residual vanishes for $n\le N$, and for $n>N$ it is $r_n=(V\phi)_n$. Replace $\phi$ first by $u_1=2Z^{3/2}se^{-Zs}$, neglecting the wall. From $\int_0^\infty e^{-Zs}\sin ks\,ds=k/(k^2+Z^2)$,
$$r_n\approx-\sqrt{2/R}\;2Z^{5/2}\frac{k_n}{k_n^2+Z^2}\to-\sqrt{2/R}\;\frac{2Z^{5/2}}{k_n}.$$
The coefficients of $u_1$ follow by applying $-\partial_Z$ to the integral and fall as $\sqrt{2/R}\,4Z^{5/2}/k^3$. The omitted ones, above $Q=(N+\tfrac12)\pi/R$, couple to $r_n$ through elements of size $(Z/R)\ln[(k+k')/|k-k'|]$. With $\sum_n\to(R/\pi)\int dk$ their relative contribution is $(2Zk/\pi)\int_Q^\infty\ln[(k+k')/|k-k'|]\,k'^{-3}dk'$, which is $Z/Q$ times a bounded function of $k/Q$. The accompanying change of the kept coefficients is neglected here. To leading order in $Z/Q$,
$$\|r\|^2\to\frac{8Z^5}{\pi}\int_Q^\infty\frac{dk}{k^2}=\frac{8Z^5}{\pi Q},\qquad \eta_K^2\to\frac{8Z^5}{\pi}\int_Q^\infty\frac{2\,dk}{k^4}=\frac{16Z^5}{3\pi Q^3}.$$
The overlap of $r$ with a low eigenstate is a sum of $k^{-1}k^{-3}$ above $Q$, of order $Q^{-3}$, and its square is negligible against $Q^{-3}$. The error weight therefore lies at $a_k\gg\rho'$, where $w_k(a_k-a_1)$ and $w_k(a_k-\rho')^2/a_k$ agree and $V$ is small against $T$, so $\varepsilon\to\eta_K^2$. This is a leading-order argument, not a proof, and the program tests it: the ratios of $\|r\|^2,\eta_K^2,\varepsilon$ to their asymptotes are $0.888,0.898,0.946$ at $N=128$ and $0.945,0.951,0.975$ at $N=256$, and removing the $1/Q$ term by extrapolation gives $1.001,1.003,1.003$. Relative to $\varepsilon$, Temple's bound then grows as $3Q^2/[2(\beta-\lambda_1)]$, while $L/\varepsilon\to1$ and $U(\eta_K^2/c_-)/\varepsilon\to\beta'/[(\beta-\lambda_1)c_-]$. The last constant diverges both as $\sigma\to Z^2/2$ and as $\sigma\to\infty$, so $\sigma$ should be of the order of $Z^2$.

**Q.** I want to see one case with the arithmetic.

**A.** First the reference values. The free s levels are $-1/2$ Ha and, from the one-node function $(1-s/2)e^{-s/2}$, $-1/8$ Ha. The wall restricts the admissible functions, so by the min–max principle the levels can only rise and $A\ge c_-K$ persists; $\beta=-0.125$ Ha is admissible. A real-space spectral-element calculation gives $\lambda_1=-0.50000000$ and $\lambda_2=-0.12498711$ Ha and reproduces $c_-$ to eight digits, so $\varepsilon$ is measured from $-1/2$ Ha, the level of this model.

For $N=128$, $Q=20.185$ bohr$^{-1}$ and $\rho=-0.49980464$ Ha, so $\rho'=0.50019536$, $\beta'=0.875$, $\beta-\rho=0.37480464$ and $\varepsilon=1.9536\times10^{-4}$ Ha, or $5.316$ meV. The sine series and the elements agree on $\eta_K^2=1.854441\times10^{-4}$ Ha. In hartree, the lower bound is
$$L=\frac{1.854441\times10^{-4}}{1+1.854441\times10^{-4}/0.50019536}=1.8538\times10^{-4}.$$
For the upper bound, $x=1.854441\times10^{-4}/0.29289322=6.3315\times10^{-4}$ and
$$U=\frac{6.3315\times10^{-4}\times0.50019536\times0.875}{0.187476+0.000554}=1.4738\times10^{-3}.$$
The guarantee is $5.044\le\varepsilon\le40.10$ meV, with bounds at $0.949$ and $7.54$ times $\varepsilon$; the limiting upper factor is $0.875/(0.375\times0.2929)=7.966$. Temple gives $0.1120878/0.3748046=0.2991$ Ha, or $8138$ meV, which is $1531$ times $\varepsilon$. The asymptote $4Q^2=1630$, corrected by $0.8885/0.9464$, gives $1530$. With $\eta_A^2=1.950964\times10^{-4}$ Ha the enclosure tightens to $1.9502\times10^{-4}\le\varepsilon\le4.5505\times10^{-4}$ Ha. From $N=32$ to $256$, $\varepsilon$ falls from $9.35\times10^{-3}$ to $2.53\times10^{-5}$ Ha and $U(\eta_K^2/c_-)$ from $5.26\times10^{-2}$ to $1.97\times10^{-4}$ Ha, while Temple's bound moves from $0.767$ to $0.159$ Ha.

**Q.** And the case where the plain norm is truly infinite?

**A.** In two dimensions the transform of $1/s$ is $2\pi\int_0^\infty J_0(ks)\,ds=2\pi/k$. For a Gaussian expansion $T\phi$ decays faster than any power of $k$, so $\hat r\to-2\pi Z\phi(0)/k$. With the measure $k\,dk/2\pi$, the norm summed up to $Q$ obeys $d\|r\|^2/d\ln Q\to2\pi Z^2\phi(0)^2$, while the weight $2/k^2$ leaves a tail of order $Q^{-2}$ in $\eta_K^2$. Take $Z=1$, zero angular momentum, $\sigma=4$ Ha and $c_-=0.29289$. Substitution shows that $(1-4s/3)e^{-2s/3}$ is an eigenfunction with energy $-2/9$ Ha; it has one node, so it is the second level, and $\beta=-2/9$ Ha. Eight Gaussians with exponents $0.1\times3^j$ bohr$^{-2}$ give $\rho=-1.995590$ Ha and $\phi(0)^2=2.3628$ bohr$^{-2}$, so the predicted slope is $2\pi\times2.3628=14.846$ Ha$^2$. The computed $\|r\|^2$ is $75.61$ at $Q=10^4$ and $143.98$ Ha$^2$ at $10^6$ bohr$^{-1}$, and $68.37/\ln100=14.85$. Temple's bound is void, yet $\eta_K^2=4.2545\times10^{-3}$ Ha gives $4.25\times10^{-3}\le\varepsilon\le3.05\times10^{-2}$ Ha around $\varepsilon=4.41\times10^{-3}$ Ha.

**Q.** My solver sees the residual inside the basis. How does this tell it when to stop?

**A.** Let $\lambda_N$ be the lowest Ritz value, so $\varepsilon=(\rho-\lambda_N)+(\lambda_N-\lambda_1)$, an algebraic and a discretization part. When $K$ is diagonal in the basis and its continuation, $\eta_K^2=\eta_{\rm alg}^2+\eta_{\rm disc}^2$, the sums over $n\le N$ and $n>N$. The projected matrices inherit $A\ge c_-K$, and min–max keeps their second eigenvalue above $\beta$, so $\rho-\lambda_N\le U(\eta_{\rm alg}^2/c_-)$ provided that $\rho<\beta$. Combined with $\varepsilon\ge L(\eta_K^2)$,
$$U(\eta_{\rm alg}^2/c_-)\le\tau L(\eta_K^2)\quad\Rightarrow\quad\rho-\lambda_N\le\tau\varepsilon .$$
The solver must check $\rho<\beta$ first: the second Ritz vector has $\eta_{\rm alg}=0$ and would pass the test on the left, although its energy lies far above $\lambda_N$. The price of the rule is evaluating $V\phi$ above the cutoff. For $K^{-1}$-preconditioned steepest descent at $N=128$, started from normalized coefficients proportional to $k_n/(k_n^2+0.36)^2$ (the sine transform of $se^{-0.6s}$ with the wall neglected) and with $\tau=0.1$, the rule fires at iteration 3, where $\|r_{\rm alg}\|$ is still $2.5\times10^{-3}$ Ha; reaching $10^{-8}$ Ha takes 21 iterations. The algebraic share is $0.004$, far below $\tau$, for two reasons. With $\eta_{\rm alg}^2=3.777\times10^{-7}$ Ha the left side is about $7.97\times3.777\times10^{-7}=3.0\times10^{-6}$ Ha, six times below the threshold $0.1\times1.86\times10^{-4}$ Ha. It is also about four times above the actual algebraic error, $(1.9614-1.9536)\times10^{-4}=8\times10^{-7}$ Ha.

**Q.** If I store the vector in single precision, the residual stalls. Is the energy stalled as badly?

**A.** Consider storage rounding alone, with $H$ applied in double precision. Let $x=\psi+\delta$, with $\psi$ the eigenvector of the $N$-mode matrix and $\varepsilon$ now measured from its eigenvalue $\lambda$. Since $(H-\lambda)\psi=0$, $\varepsilon=\langle\delta|H-\lambda|\delta\rangle/\|x\|^2$, and $r=(H-\lambda)\delta$ to first order in $\delta$. Model the rounding errors at the grid points $j$ as independent with zero mean and variance $v_j$. The orthogonal sine transform gives
$$\langle\hat\delta_n^2\rangle=\frac1{N+1}\sum_jv_j\left[1-\cos\frac{2\pi nj}{N+1}\right]\approx\frac{\|\delta\|^2}{N},$$
because the cosine averages out when $v_j$ is spread over many points, except for $n$ near $0$ or $N$. The noise is white. With $t_n=E_{\max}(n/N)^2$ the means of $t_n$ and $t_n^2$ are $E_{\max}/3$ and $E_{\max}^2/5$. For $E_{\max}\gg Z^2,\sigma$ we may drop $V$ and $\lambda$ and set $t^2/(t+\sigma)\approx t$, so
$$\varepsilon\approx\eta_K^2\approx\|\delta\|^2E_{\max}/3,\qquad\|r\|^2/\varepsilon\approx3E_{\max}/5 .$$
For $N=1024$, $E_{\max}=12936$ Ha, and an average over 40 random scalings before rounding gives $\|\delta\|^2=6.53\times10^{-16}$. The prediction $6.53\times10^{-16}\times12936/3=2.82\times10^{-12}$ Ha compares with $\varepsilon=2.78\times10^{-12}$ and $\eta_K^2=2.77\times10^{-12}$ Ha, and the second relation holds with ratio $0.993$. The plain residual stalls at $\sqrt{2.14\times10^{-8}}=1.5\times10^{-4}$ Ha, so a threshold of $10^{-8}$ Ha on $\|r\|$ could not be met, while $\eta_K^2$ reports the energy floor to within one percent.

Rounding the sine coefficients instead makes $\hat\delta_n$ proportional in size to $c_n\propto k^{-3}$. Then $\sum t_n\hat\delta_n^2$ and $\sum t_n^2\hat\delta_n^2$ have terms falling as $k^{-4}$ and $k^{-2}$; both converge, so neither grows with $E_{\max}$. The noise now sits at low $k$, so $V$ cannot be dropped, but it adds no growth: $c_-K\le A\le K$ gives $|\langle\delta|V|\delta\rangle|\le(1-c_-)\langle\delta|K|\delta\rangle$, and $(V\delta)_n\to-\sqrt{2/R}\,Z\delta'(0)/k_n$ at large $k_n$, with $\delta'(0)=\sqrt{2/R}\sum k_n\hat\delta_n$ a convergent sum of $k^{-2}$ terms, so $\sum(V\delta)_n^2$ converges too. For a similar $\|\delta\|^2=7.30\times10^{-16}$ the floors are $\varepsilon=5.7\times10^{-16}$ Ha and $\|r\|^2=1.1\times10^{-15}$ Ha$^2$.

## Numbers as computed

```
levels 0.5,1e6 Ha, weight 1e-8: L/eps = 1.000000, |r|^2/eps = 1.000e+06 Ha
interior level (0.1,1,2 Ha; weight 1e-4 on 0.1): U/Temple = 19.97
inputs: Z=1, R=20 bohr, sigma=1 Ha, beta=-0.125 Ha
elements: lambda1=-0.50000000 Ha, lambda2=-0.12498711 Ha
c- formula=0.29289322, min eig(A,K)=0.29289322, max eig(A,K)=0.999999
limiting effectivity: U(eA) 2.333, U(eK/c-) 7.966
1s+0.05*2s: eps=9.3519e-04, Temple=9.3519e-04, U(eK/c-)=2.5994e-03 Ha
two unit charges 0.2 bohr apart, sigma=4 Ha: min eig=0.3161, c-=0.2929
N, Q(1/bohr), eps, L(eK), U(eK/c-), Temple (Ha), |r|^2 (Ha^2)
32 5.105 9.3537e-03 7.0810e-03 5.2609e-02 7.6689e-01 2.8041e-01
64 10.132 1.4389e-03 1.2804e-03 1.0060e-02 5.2141e-01 1.9478e-01
128 20.185 1.9536e-04 1.8538e-04 1.4738e-03 2.9906e-01 1.1209e-01
256 40.291 2.5299e-05 2.4677e-05 1.9654e-04 1.5923e-01 5.9706e-02
ratio to asymptote (|r|^2,eK,eps) N=128: [0.8885 0.8983 0.9464] N=256: [0.9447 0.9508 0.9747]
same, extrapolated in 1/Q: [1.0011 1.0035 1.0032]
N=128: E_cut=202.13 Ha, rho=-0.49980464 Ha, eps=1.95361e-04 Ha = 5.316 meV
N=128: eK series=1.854441e-04, eK elements=1.854441e-04, eA=1.950964e-04 Ha
N=128: |r|^2 series=1.120878e-01, quadrature=1.120878e-01 Ha^2, m=1.99999864 1/Ha
N=128: L(eA)=1.95020e-04, U(eA)=4.55048e-04 Ha
N=128: L(eK)=5.044, U(eK/c-)=40.103, Temple=8138 meV
N=128: bound/eps: L 0.9489, U 7.544, Temple 1531
stop (tau=0.1, start r*exp(-0.6r)): iteration 3, e_alg=3.777e-07, e_disc=1.858e-04 Ha
at stop: eps=1.9614e-04 Ha, algebraic share=0.0040, |r_alg|=2.53e-03 Ha
iterations to |r_alg|<1e-8 Ha: 21
float32 grid: |d|^2=6.53e-16, eps=2.78e-12 Ha, eK=2.77e-12 Ha, |r|^2=2.14e-08 Ha^2
float32 coef: |d|^2=7.30e-16, eps=5.70e-16 Ha, eK=3.53e-16 Ha, |r|^2=1.13e-15 Ha^2
Emax=12936 Ha, eps/(|d|^2 Emax/3)=0.986, |r|^2/(0.6 Emax eps)=0.993
2D, 22 Gaussians: levels -1.99999, -0.22222 Ha; min eig(A,K)=0.29290, c-=0.29289
2D, exponents 0.1*3^j (j<8) 1/bohr^2, sigma=4 Ha: rho=-1.995590 Ha, phi(0)^2=2.3628 1/bohr^2
2D |r|^2 (Ha^2) up to Q=1e2,1e4,1e6 1/bohr: 7.20 75.61 143.98
2D d|r|^2/dlnQ=14.8459, 2 pi Z^2 phi(0)^2=14.8459 Ha^2, eK=4.25450e-03 Ha
2D L=4.2455e-03, eps=4.4097e-03, U=3.0474e-02 Ha
```
